# Two-centre projector–orbital integrals from Fourier–Bessel transforms and splines: a numerical check

```python
"""Two-centre integrals S = int p(r) phi(r-R) d3r of a projector p at the
origin and an orbital phi at R, each a radial function times a real harmonic.
Result under test:
  S = sum_L G(L1,L2,L) t_l(R) [R^l Y_L(R)],
  t_l(R) = 8 (-1)^((l1-l2-l)/2) int k^(l+2) g_l(kR) P(k) F(k) dk,
with g_l(x) = j_l(x)/x^l, P and F the radial Bessel transforms
int r^2 j_l(kr) f(r) dr, and G the integral of three real harmonics.
t_l is tabulated as a spline in R and is regular at R = 0.
Lengths are in bohr; radial functions are normalized, so S has no unit.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn

CUT = {"proj": 2.0, "orb": 6.0}
ALPHA = {"proj": 0.0, "orb": 0.25}
POWER = 4
LMAX = 2
RMAX = CUT["proj"] + CUT["orb"]
K_STEP = pi / RMAX
N_K = 100


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def solid_harmonics(lmax, xyz):
    """r^l Y_lm as polynomials, row index l*l+l+m, xyz of shape (3, n)."""
    x, y, z = xyz
    r2 = x * x + y * y + z * z
    out = np.zeros(((lmax + 1) ** 2, len(x)))
    for m in range(lmax + 1):
        azimuth = (x + 1j * y) ** m
        older = np.zeros_like(z)
        q = np.ones_like(z) * np.prod(np.arange(1, 2 * m, 2.0))
        for l in range(m, lmax + 1):
            if l > m:
                new = ((2*l - 1) * z * q - (l + m - 1) * r2 * older) / (l - m)
                older, q = q, new
            c = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
            if m == 0:
                out[l*l + l] = c * q
            else:
                out[l*l + l + m] = sqrt(2) * c * q * azimuth.real
                out[l*l + l - m] = sqrt(2) * c * q * azimuth.imag
    return out


def sphere_grid(n_theta, n_phi):
    c, w = gauss(n_theta, -1.0, 1.0)
    phi = 2 * pi * np.arange(n_phi) / n_phi
    cc, pp = np.meshgrid(c, phi, indexing="ij")
    ss = np.sqrt(1 - cc**2)
    xyz = np.array([ss * np.cos(pp), ss * np.sin(pp), cc]).reshape(3, -1)
    return xyz, np.repeat(w, n_phi) * 2 * pi / n_phi


def raw_envelope(kind, r):
    w = np.maximum(0.0, 1 - (r / CUT[kind]) ** 2)
    return np.exp(-ALPHA[kind] * r**2) * w**POWER


NORM = {}
for kind in CUT:
    r, w = gauss(200, 0.0, CUT[kind])
    for l in range(LMAX + 1):
        integral = np.sum(w * r**(2*l + 2) * raw_envelope(kind, r)**2)
        NORM[kind, l] = 1 / sqrt(integral)


def envelope(kind, l, r):
    """Radial function divided by r^l."""
    return NORM[kind, l] * raw_envelope(kind, r)


def bessel_transform(kind, l, k):
    r, w = gauss(400, 0.0, CUT[kind])
    return spherical_jn(l, np.outer(k, r)) @ (
        w * r**(l + 2) * envelope(kind, l, r))


def bessel_ratio(l, x):
    """j_l(x)/x^l, by its power series for small x."""
    small = x < 0.5
    safe = np.where(small, 1.0, x)
    term = np.ones_like(x) / np.prod(np.arange(1, 2*l + 2, 2.0))
    series = term.copy()
    xs = np.where(small, x, 0.0)
    for s in range(1, 9):
        term = -term * xs**2 / (2 * s * (2*l + 2*s + 1))
        series += term
    return np.where(small, series, spherical_jn(l, safe) / safe**l)


def t_radial(l1, l2, l, dist, step=K_STEP, n_k=N_K):
    k = step * np.arange(1, n_k + 1)
    product = bessel_transform("proj", l1, k) * bessel_transform("orb", l2, k)
    sign = 1 - 2 * (((l1 - l2 - l) // 2) % 2)
    kernel = bessel_ratio(l, np.outer(np.atleast_1d(dist), k))
    return 8 * sign * step * kernel @ (k**(l + 2) * product)


CHANNELS = [(a, b, l) for a in range(LMAX + 1) for b in range(LMAX + 1)
            for l in range(abs(a - b), a + b + 1, 2)]
L_OF = [l for l in range(2*LMAX + 1) for m in range(2*l + 1)]
N_ORB = (LMAX + 1) ** 2

# Harmonics and Gaunt coefficients; the sphere rule is exact for these degrees.
unit, w_unit = sphere_grid(12, 24)
Y = solid_harmonics(2 * LMAX, unit)
assert np.allclose((Y * w_unit) @ Y.T, np.eye(len(Y)), atol=1e-12)
GAUNT = np.einsum("p,ip,jp,Lp->ijL", w_unit, Y[:N_ORB], Y[:N_ORB], Y,
                  optimize=True)
for i in range(N_ORB):
    for j in range(N_ORB):
        for L, l in enumerate(L_OF):
            if (L_OF[i], L_OF[j], l) not in CHANNELS:
                assert abs(GAUNT[i, j, L]) < 1e-12


def assemble(vec, t_function):
    vec = np.asarray(vec, float)
    dist = np.linalg.norm(vec)
    if dist >= RMAX:
        return np.zeros((N_ORB, N_ORB))
    harmonic = solid_harmonics(2 * LMAX, vec.reshape(3, 1))[:, 0]
    t = {c: float(np.squeeze(t_function(c, dist))) for c in CHANNELS}
    S = np.zeros((N_ORB, N_ORB))
    for i in range(N_ORB):
        for j in range(N_ORB):
            for L, l in enumerate(L_OF):
                c = (L_OF[i], L_OF[j], l)
                if c in t:
                    S[i, j] += GAUNT[i, j, L] * t[c] * harmonic[L]
    return S


def direct_3d(vec):
    """The defining integral, by quadrature over the projector sphere."""
    r, w = gauss(48, 0.0, CUT["proj"])
    directions, w_ang = sphere_grid(36, 64)
    xyz = (directions[:, None, :] * r[None, :, None]).reshape(3, -1)
    weight = np.outer(w * r**2, w_ang).ravel()
    shifted = xyz - np.asarray(vec, float)[:, None]
    p = solid_harmonics(LMAX, xyz)
    f = solid_harmonics(LMAX, shifted)
    r_p = np.linalg.norm(xyz, axis=0)
    r_f = np.linalg.norm(shifted, axis=0)
    for i in range(N_ORB):
        p[i] *= envelope("proj", L_OF[i], r_p)
        f[i] *= envelope("orb", L_OF[i], r_f)
    return (p * weight) @ f.T


def exact_t(c, dist):
    return t_radial(*c, dist)


# Closed form of the projector transform, which fixes its decay in k.
k_test = np.array([0.7, 3.0, 11.0, 35.0])
for l in range(LMAX + 1):
    rc = CUT["proj"]
    closed = (NORM["proj", l] * rc**(l + 3) * 2**POWER * factorial(POWER)
              * spherical_jn(l + POWER + 1, k_test * rc)
              / (k_test * rc)**(POWER + 1))
    assert np.allclose(bessel_transform("proj", l, k_test), closed,
                       rtol=0, atol=1e-12)

# Fourier-Bessel and Gaunt route against the definition, all 81 pairs.
vec_in, vec_edge = (1.0, 2.0, 2.0), (2.0, 4.0, 4.0)
S_direct = direct_3d(vec_in)
S_fourier = assemble(vec_in, exact_t)
err_in = np.abs(S_fourier - S_direct).max()
err_edge = np.abs(assemble(vec_edge, exact_t) - direct_3d(vec_edge)).max()
assert err_in < 1e-9
assert err_edge < 1e-8  # the orbital edge crosses the quadrature sphere

# The k-grid: finer and longer grid, and vanishing beyond contact.
sample = np.array([0.0, 0.3, 1.7, 4.1, 7.0, 8.0])
err_k = max(np.abs(t_radial(*c, sample)
                   - t_radial(*c, sample, K_STEP / 2, 4 * N_K)).max()
            for c in CHANNELS)
assert err_k < 1e-8
beyond = max(abs(8.5**c[2] * t_radial(*c, 8.5, pi / 10, 200)[0])
             for c in CHANNELS)
assert beyond < 1e-9

# A k-step twice too large adds the periodic images of R t_0(R).
coarse = t_radial(0, 0, 0, 3.0, 2 * K_STEP, N_K // 2)[0]
t3, t5 = t_radial(0, 0, 0, np.array([3.0, 5.0]))
alias = coarse - t3
alias_predicted = -5.0 * t5 / 3.0
assert abs(alias) > 1e-5 and abs(alias - alias_predicted) < 1e-9


# Spline tables and the order of their error.
def build_tables(n):
    grid = np.linspace(0.0, RMAX, n + 1)
    return {c: CubicSpline(grid, t_radial(*c, grid),
                           bc_type=((1, 0.0), (1, 0.0))) for c in CHANNELS}


fine = np.linspace(0.0, RMAX, 1237)
reference = {c: t_radial(*c, fine) for c in CHANNELS}


def table_error(tables):
    return max(np.abs(fine**c[2] * (tables[c](fine) - reference[c])).max()
               for c in CHANNELS)


tables_coarse, tables = build_tables(80), build_tables(160)
err_coarse, err_fine = table_error(tables_coarse), table_error(tables)
assert 12 < err_coarse / err_fine < 20
assert err_fine < 1e-5


def spline_t(c, dist):
    return tables[c](dist)


S_spline = assemble(vec_in, spline_t)
err_spline = np.abs(S_spline - S_direct).max()
assert err_spline < 1e-6

# Unconstrained spline of R^2 t_2: its slope at R=0 should be zero but is not.
grid = np.linspace(0.0, RMAX, 81)
naive = CubicSpline(grid, grid**2 * t_radial(1, 1, 2, grid))
naive_slope = float(naive(0.0, 1))
assert abs(naive_slope) > 1e-7

# R = 0: value from radial overlaps, gradient from the differentiated orbital.
r, w = gauss(100, 0.0, CUT["proj"])
onsite = [np.sum(w * r**(2*l + 2) * envelope("proj", l, r)
                 * envelope("orb", l, r)) for l in range(LMAX + 1)]
S_zero = assemble((0.0, 0.0, 0.0), spline_t)
assert np.allclose(S_zero, np.diag([onsite[L_OF[i]] for i in range(N_ORB)]),
                   rtol=0, atol=1e-9)
log_slope = (-2 * ALPHA["orb"] * r
             - 2 * POWER * r / (CUT["orb"]**2 - r**2))
e0, e1 = envelope("orb", 0, r), envelope("orb", 1, r)
grad_sp_radial = -np.sum(w * r**2 * envelope("proj", 0, r)
                         * e1 * (3 + r * log_slope)) / sqrt(3)
grad_ps_radial = -np.sum(w * r**3 * envelope("proj", 1, r)
                         * e0 * log_slope) / sqrt(3)
grad_sp = sqrt(3) / (4*pi) * t_radial(0, 1, 1, 0.0)[0]
grad_ps = sqrt(3) / (4*pi) * t_radial(1, 0, 1, 0.0)[0]
assert abs(grad_sp - grad_sp_radial) < 1e-9
assert abs(grad_ps - grad_ps_radial) < 1e-9
d = 1e-3
difference = (assemble((0, 0, d), spline_t)
              - assemble((0, 0, -d), spline_t)) / (2 * d)
assert abs(difference[0, 2] - grad_sp) < 1e-5
assert abs(difference[2, 0] - grad_ps) < 1e-5

# Worked p_z - p_z element from its two terms.
S_I, PZ, DZ2 = 0, 2, 6
h = solid_harmonics(2, np.array(vec_in).reshape(3, 1))[:, 0]
t0, t2 = float(tables[1, 1, 0](3.0)), float(tables[1, 1, 2](3.0))
g0, g2 = GAUNT[PZ, PZ, 0], GAUNT[PZ, PZ, DZ2]
term0, term2 = g0 * t0 * h[0], g2 * t2 * h[DZ2]
assert abs(term0 + term2 - S_direct[PZ, PZ]) < 1e-6

print(f"projector radius rc = {CUT['proj']:.1f} bohr")
print(f"orbital radius Rc = {CUT['orb']:.1f} bohr")
print(f"orbital exponent alpha = {ALPHA['orb']:.2f} bohr^-2")
print(f"edge power of both functions = {POWER}")
print(f"contact distance rc+Rc = {RMAX:.1f} bohr")
print(f"k step = {K_STEP:.6f} bohr^-1, points = {N_K}")
print(f"largest k = {K_STEP * N_K:.4f} bohr^-1")
print(f"number of radial tables = {len(CHANNELS)}")
print("R vector =", vec_in, "bohr, length 3 =",
      f"{np.linalg.norm(vec_in):.1f} bohr")
print(f"Gaunt pz,pz,00 = {g0:.6f}")
print(f"Gaunt pz,pz,20 = {g2:.6f}")
print(f"pp t_0(3) = {t0:.6f} (no unit)")
print(f"pp t_2(3) = {t2:.6f} bohr^-2")
print(f"Y_00 = {h[0]:.6f}")
print(f"R^2 Y_20 = {h[DZ2]:.6f} bohr^2")
print(f"l=0 term = {term0:.6f}")
print(f"l=2 term = {term2:.6f}")
print(f"S(pz,pz) from splines = {S_spline[PZ, PZ]:.6f}")
print(f"S(pz,pz) direct 3D = {S_direct[PZ, PZ]:.6f}")
for name, i, j in (("s,s", S_I, S_I), ("s,pz", S_I, PZ), ("pz,s", PZ, S_I),
                   ("dz2,s", DZ2, S_I), ("dz2,dz2", DZ2, DZ2)):
    print(f"S({name}) splines, same R = {S_spline[i, j]:.6f}")
for l, name in enumerate("spd"):
    print(f"S at R=0, {name} with {name} = {onsite[l]:.6f}")
print(f"pp t_2(0) = {float(tables[1, 1, 2](0.0)):.6f} bohr^-2")
print(f"dS(s,pz)/dZ at R=0 = {grad_sp:.6f} bohr^-1")
print(f"dS(pz,s)/dZ at R=0 = {grad_ps:.6f} bohr^-1")
for z in (0.0, 1.0, 2.0, 3.0, 4.0, 6.0):
    value = assemble((0.0, 0.0, z), spline_t)[PZ, PZ]
    print(f"S(pz,pz) at R = {z:.0f} bohr along z = {value:.6f}")
print(f"max error in S, Fourier vs 3D, R=3 bohr = {err_in:.1e}")
print(f"max error in S, Fourier vs 3D, R=6 bohr = {err_edge:.1e}")
print(f"max error in S, splines vs 3D, R=3 bohr = {err_spline:.1e}")
print(f"max change of t_l (bohr^-l), better k-grid = {err_k:.1e}")
print(f"max |R^l t_l| at R=8.5 bohr = {beyond:.1e}")
print(f"ss t_0(3) = {t3:.6f}, t_0(5) = {t5:.6f}")
print(f"aliasing error of ss t_0(3), double k step = {alias:.6f}")
print(f"aliasing error predicted by images = {alias_predicted:.6f}")
print(f"max error of R^l t_l, spacing 0.10 bohr = {err_coarse:.2e}")
print(f"max error of R^l t_l, spacing 0.05 bohr = {err_fine:.2e}")
print(f"ratio of these errors = {err_coarse / err_fine:.2f}")
print(f"false slope at 0, spline of pp R^2 t_2, spacing 0.10 bohr = "
      f"{naive_slope:.2e} bohr^-1")
print("verified")
```

Printed output:

```
projector radius rc = 2.0 bohr
orbital radius Rc = 6.0 bohr
orbital exponent alpha = 0.25 bohr^-2
edge power of both functions = 4
contact distance rc+Rc = 8.0 bohr
k step = 0.392699 bohr^-1, points = 100
largest k = 39.2699 bohr^-1
number of radial tables = 14
R vector = (1.0, 2.0, 2.0) bohr, length 3 = 3.0 bohr
Gaunt pz,pz,00 = 0.282095
Gaunt pz,pz,20 = 0.252313
pp t_0(3) = -0.383016 (no unit)
pp t_2(3) = -0.087769 bohr^-2
Y_00 = 0.282095
R^2 Y_20 = 0.946175 bohr^2
l=0 term = -0.030479
l=2 term = -0.020953
S(pz,pz) from splines = -0.051433
S(pz,pz) direct 3D = -0.051433
S(s,s) splines, same R = 0.047037
S(s,pz) splines, same R = -0.092846
S(pz,s) splines, same R = 0.041359
S(dz2,s) splines, same R = 0.007315
S(dz2,dz2) splines, same R = -0.070552
S at R=0, s with s = 0.725616
S at R=0, p with p = 0.539677
S at R=0, d with d = 0.378304
pp t_2(0) = -1.369256 bohr^-2
dS(s,pz)/dZ at R=0 = -0.714255 bohr^-1
dS(pz,s)/dZ at R=0 = 0.322535 bohr^-1
S(pz,pz) at R = 0 bohr along z = 0.539677
S(pz,pz) at R = 1 bohr along z = 0.155469
S(pz,pz) at R = 2 bohr along z = -0.235496
S(pz,pz) at R = 3 bohr along z = -0.156199
S(pz,pz) at R = 4 bohr along z = -0.031439
S(pz,pz) at R = 6 bohr along z = -0.000034
max error in S, Fourier vs 3D, R=3 bohr = 1.1e-14
max error in S, Fourier vs 3D, R=6 bohr = 3.2e-14
max error in S, splines vs 3D, R=3 bohr = 1.1e-14
max change of t_l (bohr^-l), better k-grid = 7.3e-13
max |R^l t_l| at R=8.5 bohr = 3.8e-16
ss t_0(3) = 0.591090, t_0(5) = 0.002523
aliasing error of ss t_0(3), double k step = -0.004205
aliasing error predicted by images = -0.004205
max error of R^l t_l, spacing 0.10 bohr = 5.88e-06
max error of R^l t_l, spacing 0.05 bohr = 3.66e-07
ratio of these errors = 16.07
false slope at 0, spline of pp R^2 t_2, spacing 0.10 bohr = 1.71e-03 bohr^-1
verified
```
